\section*{Bare or statically screened vertices in the nonadiabatic phonon self-energy, part 2}

Electrons screen a nuclear displacement dynamically. The problem is how accurately statically screened electron-phonon vertices, reused at finite frequency, give the nonadiabatic phonon self-energy. Hartree atomic units are used. The mean-field Hamiltonian $H$ has eigenvalues $\epsilon_n$ and occupations $f_n$ at temperature $T$, and $P_{j,mn}=\langle j|m\rangle\langle n|j\rangle$ at position $j$. The independent-particle response is
\begin{equation}
\chi_{0,jk}(z)=\sum_{mn}P_{j,mn}\,\frac{f_n-f_m}{z+\epsilon_n-\epsilon_m}\,P^*_{k,mn}.
\label{lehmann}
\end{equation}
For real $H$, with $\omega_{mn}=\epsilon_m-\epsilon_n$,
\begin{equation}
\chi_0(z)=\sum_{\epsilon_m>\epsilon_n}(f_n-f_m)\frac{2\omega_{mn}}{z^2-\omega_{mn}^2}P_{mn}P_{mn}^T .
\label{real}
\end{equation}
$\chi_0(0)$ is the static isothermal response and $\Delta=\chi_0(z)-\chi_0(0)$. The matrix $B$ holds the bare vertices and $K$ is the static Hermitian Hartree-exchange-correlation kernel. The induced density is $n(z)=\chi_0(z)V(z)$, with screened vertex $V(z)=B+Kn(z)$; $n_0=n(0)$, $V_0=V(0)$, $W(z)=[1-K\chi_0(z)]^{-1}K$. The self-energy is $\Pi(z)=B^\dagger n(z)$, with $\Pi(0)=V_0^\dagger\chi_0(0)V_0-n_0^\dagger Kn_0$ and $\Delta\Pi(z)=\Pi(z)-\Pi(0)$.

Part (b) used the functional
\begin{equation}
F[\rho',\rho;z]=(B+K\rho')^\dagger\chi_0(z)(B+K\rho)-\rho'^\dagger K\rho .
\label{F}
\end{equation}
With $\delta=\rho-n(z)$ and $\delta'=\rho'-n(z^*)$,
\begin{equation}
F[\rho',\rho;z]-\Pi(z)=\delta'^\dagger\,[K\chi_0(z)K-K]\,\delta,
\label{bilinear}
\end{equation}
The exact correction is
\begin{equation}
\Delta\Pi(z)=V_0^\dagger\Delta V_0+V_0^\dagger\Delta\,W(z)\,\Delta V_0=V_0^\dagger\Delta V(z),
\label{main}
\end{equation}
The screened-screened (SS) form, from $F[n_0,n_0;z]$, is
\begin{equation}
\Delta\Pi_{SS}(z)=V_0^\dagger\,\Delta\,V_0 .
\label{dSS}
\end{equation}
The bare-screened (BS) form is $\Delta\Pi_{BS}(z)=B^\dagger\Delta V_0$. Their errors are of second and first order in $\Delta$. With $A=(\chi_0-\chi_0^\dagger)/2i$,
\begin{equation}
\frac{\Pi-\Pi^\dagger}{2i}=V(z)^\dagger A(z)V(z).
\label{width}
\end{equation}
Part (f): for positive $K$, real $H$ and real $z^2$ below the squared lowest excitation energy, diagonal elements obey $\Delta\Pi_{SS}\le\Delta\Pi$.

Part (a): a mode of mass $M$ and adiabatic frequency $\omega_0$ obeys $M\omega^2=M\omega_0^2+\Delta\Pi(\omega)$. Absorbing $(2M\omega_0)^{-1/2}$ into each vertex gives $\omega^2=\omega_0^2+2\omega_0\Delta\Pi(\omega)$. On shell, the shift is $\operatorname{Re}\Delta\Pi(\omega_0+i0)$ and the full width $-2\operatorname{Im}\Pi$.

The program's six-site spinless Hartree model has a random complex Hermitian one-particle matrix, positive $K$, $T=0.3$ Ha and $z=0.7+0.15i$ Ha. Error orders come from replacing $\Delta$ by $\lambda\Delta$ and comparing $\lambda=0.001$ with half that value.

\subsection*{(g) A frequency-dependent kernel}

Let the kernel be $K(z)=K+K_1(z)$ with $K_1(0)=0$ and $K(z)^\dagger=K(z^*)$, and count $K_1$ as of the same order as $\Delta$. Is Eq.~\eqref{dSS} still correct at first order?

\paragraph{Solution.} Define $F$ with $B+K(z^*)\rho'$ on the left and $K(z)$ elsewhere. The adjoint of the left factor is $B^\dagger+\rho'^\dagger K(z)$, so the algebra of part (b) holds with $K\to K(z)$, and $F[n_0,n_0;z]$ still differs from $\Pi(z)$ at second order. Its value is
\begin{equation}
(V_0^\dagger+n_0^\dagger K_1)(\chi_0(0)+\Delta)(V_0+K_1n_0)-n_0^\dagger Kn_0-n_0^\dagger K_1n_0 .
\end{equation}
The zeroth-order terms give $\Pi(0)$. At first order, $\chi_0(0)V_0=n_0$ turns each of the two cross terms into $n_0^\dagger K_1n_0$, and the last term removes one of them:
\begin{equation}
\Delta\Pi=V_0^\dagger\Delta V_0+n_0^\dagger K_1(z)\,n_0+\text{second order}.
\end{equation}
Equation \eqref{dSS} alone then has a first-order error. With a random $K_1$ scaled by the same $\lambda$, the program finds the power $1.000$ without the extra term and $2.000$ with it. With a frequency-dependent kernel the second-order accuracy belongs to $F[n_0,n_0;z]$ as a whole, including the term in $K_1$. For an adiabatic kernel that term is absent and Eq.~\eqref{dSS} has this accuracy by itself.

\subsection*{(h) A gapped system with a known answer}

$N$ electrons in one dimension fill $N/2$ orbitals doubly at $T=0$ in the trap $\tfrac12\omega_t^2(x-u)^2$ and interact in the Hartree approximation through an even potential $K(x-x')$. The centre $u$ plays the role of the nucleus. Find the exact $\Delta\Pi(\omega)$ and the SS and BS results at small $\omega$.

\paragraph{Solution.} The bare vertex is $B=-\omega_t^2x$. For the dipole $X=\int xn\,dx$, Ehrenfest's equations give $\ddot X=-\int n\,\partial_xV_{KS}\,dx$, where $V_{KS}$ is the total mean-field potential. The Hartree part $\iint n(x)K'(x-x')n(x')$ vanishes because $K'$ is odd, which leaves $\ddot X=-\omega_t^2(X-Nu)$, a case of the harmonic potential theorem. Then $X/u=N\omega_t^2/(\omega_t^2-\omega^2)$, $\Pi=-\omega_t^2X/u$, $\Pi(0)=-N\omega_t^2$, and
\begin{equation}
\Delta\Pi=\frac{N\omega_t^2\omega^2}{\omega^2-\omega_t^2}=-N\omega^2-\alpha\,\omega^4-\dots,\qquad\alpha=\frac{N}{\omega_t^2}.
\end{equation}
Here $\alpha$ is the interacting static polarizability, since the perturbation is a field of strength $\omega_t^2u$ and induces $X=Nu$. The leading term adds $N$ electron masses to the nucleus: $M\omega^2=C-N\omega^2$ is $(M+N)\omega^2=C$.

A static $u$ translates the whole self-consistent solution, $V_{KS}(x)\to V_{KS}(x-u)$, so $V_0=-V_{KS}'$. For occupied $i$, empty $a$ and $\omega_{ai}=\epsilon_a-\epsilon_i$, the commutator $[H,x]=-\partial_x$ gives $\langle a|\partial_x|i\rangle=-\omega_{ai}x_{ai}$, and $[H,\partial_x]=-V_{KS}'$ gives $\langle a|V_{KS}'|i\rangle=-\omega_{ai}\langle a|\partial_x|i\rangle=\omega_{ai}^2x_{ai}$. In Eq.~\eqref{real} two spins give the weight $4\omega_{ai}/(\omega^2-\omega_{ai}^2)$, and subtracting its static value $-4/\omega_{ai}$ gives the weight in $\Delta$:
\begin{equation}
\frac{4\omega^2}{\omega_{ai}(\omega^2-\omega_{ai}^2)}=-\frac{4\omega^2}{\omega_{ai}^3}-\frac{4\omega^4}{\omega_{ai}^5}-\dots
\end{equation}
SS multiplies it by $\omega_{ai}^4x_{ai}^2$ and BS by $\omega_t^2\omega_{ai}^2x_{ai}^2$. Two sums appear. One is the independent-particle polarizability $\alpha_0=4\sum_{ia}x_{ai}^2/\omega_{ai}$. The other is fixed by the f-sum rule: $[x,[H,x]]=1$ gives $2\sum_m(\epsilon_m-\epsilon_i)x_{mi}^2=1$ for each $i$, pairs of occupied states cancel in the sum over the $N/2$ orbitals, and so $4\sum_{ia}\omega_{ai}x_{ai}^2=N$. Therefore
\begin{align}
\Delta\Pi_{SS}&=-N\omega^2-\alpha_0\,\omega^4-\dots,\\
\Delta\Pi_{BS}&=-\omega_t^2\alpha_0\,\omega^2-\dots=-N\omega^2\,\frac{\alpha_0}{\alpha}-\dots
\end{align}
SS carries the right electron mass and errs by $(\alpha-\alpha_0)\omega^4$, negative or zero for positive $K$ by part (f). BS is wrong at leading order by the static screening factor $\alpha_0/\alpha$. In a gapped system with real $H$ at $T=0$, Eq.~\eqref{real} gives $\Delta\propto\omega^2$ at small $\omega$, so second order in $\Delta$ is fourth order in $\omega$.

For $N=4$, $\omega_t=1$ Ha and the soft Coulomb interaction $1/\sqrt{x^2+1}$ on a grid of spacing $0.25$ bohr, the mean-field gap is $0.7857$ Ha, $\alpha_0=6.4733$ and $\alpha=4$ bohr$^2$/Ha. At $\omega=0.04$ Ha the exact $\Delta\Pi/\omega^2$ is $-4/(1-0.0016)=-4.00641$ electron masses. SS gives $-4.01038$, close to $-4-6.4733\times0.0016=-4.01036$, an error of $0.1\%$ of the exact correction. BS gives $-6.49016$, an error of $62\%$ of it. The SS error divided by $\omega^4$ is $-2.484$ bohr$^2$/Ha against $\alpha-\alpha_0=-2.473$ bohr$^2$/Ha, the remainder being the next order in $\omega^2$. The program also asserts $V_0=-V_{KS}'$ on the grid, and the closed form and the inequality of part (f) at one sub-gap real and one imaginary frequency.

\subsection*{(i) A doped two-valley semiconductor}

Take three response components per cell of volume $\Omega_c$: two equivalent parabolic valleys at $T=0$ with response $\chi_L(q,\omega)$ each, and an interband oscillator $\chi_{ib}=\chi_{ib}(0)E_g^2/(E_g^2-\omega^2)$, so that $\chi_0=\operatorname{diag}(\chi_L,\chi_L,\chi_{ib})$. The kernel is $K=v_q\,cc^T+U\,ss^T$ with $c=(1,1,0)$, $s=(1,-1,1)$ and $v_q=4\pi/(\varepsilon_\infty q^2\Omega_c)$. The parameters are round model values: $m^*=0.5$, $k_F=0.05$ bohr$^{-1}$, $\Omega_c=300$ bohr$^3$, $\omega_0=0.002$ Ha $=438.9$ cm$^{-1}$, $E_g=0.2$ Ha, $\chi_{ib}(0)=-10$ Ha$^{-1}$, $U=0.1$ Ha, $\varepsilon_\infty=10$. Compare the exact, SS and BS corrections for a valley-odd mode $B=gs$ with $g=0.01$ Ha at $q=0.005$ and $0.04$ bohr$^{-1}$, and for a charge-coupled mode $B\propto c$ at $q=0.005$ bohr$^{-1}$.

\paragraph{Solution: single channel.} Because $c^T\chi_0s=\chi_L-\chi_L=0$, the two channels decouple. For $w=s$ or $c$ with coupling $\kappa=U$ or $v_q$, one has $K\chi_0w=\kappa\chi_ww$ with $\chi_w=w^T\chi_0w$, so $V=gw/\varepsilon$ with $\varepsilon=1-\kappa\chi_w$. Let $\Delta_w=\chi_w(\omega)-\chi_w(0)$, so that $\varepsilon(\omega)=\varepsilon(0)-\kappa\Delta_w$, and $W(0)=\kappa/\varepsilon(0)$. Equation \eqref{main} gives $\Delta\Pi=g^2\Delta_w/[\varepsilon(0)\varepsilon(\omega)]$, while SS gives $g^2\Delta_w/\varepsilon(0)^2$ and BS gives $g^2\Delta_w/\varepsilon(0)$. Hence
\begin{equation}
\frac{\Delta\Pi_{SS}}{\Delta\Pi}=\frac{\varepsilon(\omega)}{\varepsilon(0)}=1-W(0)\Delta_w,\qquad\frac{\Delta\Pi_{BS}}{\Delta\Pi}=\varepsilon(\omega).
\label{ratios}
\end{equation}
The SS error relative to the exact correction is $-W(0)\Delta_w$. By Eq.~\eqref{width}, $\operatorname{Im}\Pi=g^2\operatorname{Im}\chi_w/|\varepsilon(\omega)|^2$, so the SS width is $|\varepsilon(\omega)|^2/\varepsilon(0)^2$ times the exact one and the BS width is $|\varepsilon(\omega)|^2/\varepsilon(0)$ times it. The program checks Eq.~\eqref{ratios} and $\operatorname{Im}\Pi$ against the $3\times3$ matrix solution.

\paragraph{The valley response.} For plane waves Eq.~\eqref{lehmann} is $2\Omega_c\int d^3k\,(2\pi)^{-3}(f_k-f_{k+q})/(z-e_k)$ with $e_k=\epsilon_{k+q}-\epsilon_k$. The substitution $k\to-k-q$ in the term with $f_{k+q}$ turns the integrand into $f_k[1/(z-e_k)-1/(z+e_k)]$. Let $y=q/2k_F$, $\eta=z/qv_F$, and let $k_Ft$ be the component of $k$ along $q$, so $e_k=qv_F(y+t)$. Slices of the Fermi sphere at fixed $t$ have area $\pi k_F^2(1-t^2)$. With the density of states per valley $N_F=\Omega_cm^*k_F/\pi^2$, the prefactor is $2\Omega_c\pi k_F^3/(8\pi^3qv_F)=N_F/8y$, and
\begin{equation}
\chi_L=-\frac{N_F}{8y}\int_{-1}^1dt\,(1-t^2)\Big[\frac1{y-\eta+t}+\frac1{y+\eta+t}\Big].
\end{equation}
Writing $1-t^2=(1-p^2)+(p-t)(p+t)$ gives $\int(1-t^2)/(p+t)\,dt=\tau(p)+2p$ with $\tau(p)=(1-p^2)\ln[(p+1)/(p-1)]$. The terms $2p$ add up to $4y$, and the Lindhard function follows:
\begin{equation}
\chi_L=-N_F\Big[\frac12+\frac{\tau(y-\eta)+\tau(y+\eta)}{8y}\Big].
\end{equation}
On the real axis with $y+\eta<1$, that is $\omega<qv_F-q^2/2m^*$, both denominators vanish inside the range. They contribute $+i\pi[1-(y-\eta)^2]$ and $-i\pi[1-(y+\eta)^2]$, with sum $4\pi iy\eta$, so $\operatorname{Im}\chi_L=-\pi N_F\omega/2qv_F$. For $\omega>qv_F+q^2/2m^*$ neither vanishes and $\chi_L$ is real. For $\omega\gg qv_F+q^2/2m^*$, the largest $|e_k|$, expanding $2e/(z^2-e^2)=2e/z^2+2e^3/z^4+\dots$ and averaging over the sphere, where $\langle t\rangle=0$ and $\langle t^2\rangle=1/5$, gives $\langle e\rangle=q^2/2m^*$ and $\langle e^3\rangle=\langle e\rangle\,q^2v_F^2(y^2+\tfrac35)$. For small $y$ and total carrier density $n_e$ in the two valleys,
\begin{equation}
2v_q\chi_L\simeq\frac{\omega_p^2}{\omega^2}\Big[1+\frac35\frac{q^2v_F^2}{\omega^2}\Big],\qquad\omega_p^2=\frac{4\pi n_e}{\varepsilon_\infty m^*}.
\label{plasma}
\end{equation}
The closed form is tested against two-dimensional quadrature at complex frequency. Here $v_F=0.1$, $N_F=0.7599$ Ha$^{-1}$ and $\omega_p=0.00461$ Ha. For $q\ll2k_F$ and $\omega\gg qv_F$ the intraband response drops from about $-N_F$ to nearly zero, so $\Delta$ is of order $N_F$ per valley however small $\omega_0$ is. In this regime a small phonon frequency does not make $\Delta$ small, and the expansion parameter is $W\Delta$. In the opposite regime, $\omega\ll qv_F$ at the same small $q$, the intraband part of $\Delta$ vanishes in proportion to $\omega/qv_F$.

\paragraph{Valley-odd mode, $q=0.005$ bohr$^{-1}$.} The phonon lies above the continuum, since $qv_F=0.0005$ Ha. The valley response goes from $-0.7593$ to $+0.0165$ Ha$^{-1}$, and the interband term from $-10$ to $-10/(1-10^{-4})=-10.001$ Ha$^{-1}$. Then $\varepsilon(0)=1+0.1\,(10+2\times0.7593)=2.1519$, $\varepsilon(\omega_0)=1+0.1\,(10.001-2\times0.0165)=1.9968$, $\Delta_s=1.5505$ Ha$^{-1}$ and $W(0)=0.1/2.1519=0.04647$ Ha. The static vertex is $0.01/2.1519=0.004647$ Ha. SS gives $0.004647^2\times1.5505=3.35\times10^{-5}$ Ha, BS gives $0.01\times0.004647\times1.5505=7.21\times10^{-5}$ Ha, and the exact value is the SS value divided by $1-0.0721=0.9279$, namely $3.61\times10^{-5}$ Ha. The on-shell shifts are $7.9$ (exact $\Delta\Pi$), $7.3$ (SS) and $15.8$ cm$^{-1}$ (BS), and all widths vanish. The root of $\omega^2=\omega_0^2+2\omega_0\Delta\Pi(\omega)$ lies lower by one to two percent of the shift, mainly through the term $-\Delta\Pi^2/2\omega_0$, which is $-0.07$ cm$^{-1}$ for the exact $\Delta\Pi$. SS is $7\%$ below the exact shift, and BS is twice the exact shift. The origin is read off the numbers: the interband term supplies $1.0$ of the $1.15$ by which $\varepsilon(0)$ exceeds one, and it hardly changes at $\omega_0\ll E_g$. The carriers supply almost all of $\Delta_s$ and little of the screening, and the extra density they release is screened by the interband response, which BS omits on the left vertex.

\paragraph{Valley-odd mode, $q=0.04$ bohr$^{-1}$.} Now $\omega_0$ is below $qv_F-q^2/2m^*=0.0040-0.0016=0.0024$ Ha, and $\operatorname{Im}\chi_L=-\pi\times0.7599\times0.25=-0.5968$ Ha$^{-1}$. The channel values are $\Delta_s=0.5037-1.1937i$ Ha$^{-1}$, $\varepsilon(0)=2.1436$, $\varepsilon(\omega_0)=2.0932+0.1194i$ and $W(0)\Delta_s=0.0235-0.0557i$, of modulus $0.06$. The exact correction is $(0.968-2.715i)\times10^{-5}$ Ha. The full widths are $11.9$ (exact), $11.4$ (SS) and $24.4$ cm$^{-1}$ (BS). The SS ratio is $(2.0932^2+0.1194^2)/2.1436^2=0.957$, a width $4\%$ too small. The shifts are $2.12$ (exact), $2.41$ (SS) and $5.16$ cm$^{-1}$ (BS). These widths and shifts are on-shell values; the complex root of $\omega^2=\omega_0^2+2\omega_0\Delta\Pi(\omega)$ differs from them by up to three percent. The SS shift is $13\%$ above the exact shift, more than $|W(0)\Delta_s|$ suggests. Equation \eqref{ratios} accounts for this: the ratio $0.9765+0.0557i$ is complex and mixes the larger imaginary part into the smaller real part, $0.9765\times0.968+0.0557\times2.715=1.096$ in units of $10^{-5}$ Ha. The modulus of $W(0)\Delta_s$ measures the error relative to $|\Delta\Pi|$, and the error relative to the real part alone can be larger.

\paragraph{Charge-coupled mode, $q=0.005$ bohr$^{-1}$.} The kernel is $v_q=167.6$ Ha, already reduced by $\varepsilon_\infty$. The vertex called bare here is therefore also screened by the background and lacks the carrier screening alone. Only the ratios are needed. The static screening is metallic, $\varepsilon(0)=255.4$, while at the phonon frequency $\varepsilon(\omega_0)=-4.51$. Equation \eqref{plasma} reproduces this: $(0.00461/0.002)^2=5.31$, the bracket is $1+0.6\times0.0625=1.0375$, and $1-5.31\times1.0375=-4.51$. With $W(0)=0.65594$ Ha and $\Delta_c=1.5515$ Ha$^{-1}$, $W(0)\Delta_c=1.018$, and SS is $-0.018$ times the exact correction, wrong in size and in sign. BS is $-4.51$ times the exact correction and fails as well. A left vertex without the background screening would be $\varepsilon_\infty=10$ times larger and would give $-45$ times the exact correction, while the SS ratio would not change. The failure of SS is systematic in this model: as $q\to0$ at fixed $\omega$, $\varepsilon(0)$ grows as $q^{-2}$ while $\varepsilon(\omega)\to1-\omega_p^2/\omega^2$, so the SS ratio tends to zero, from below for $\omega_0<\omega_p$. The BS ratio with the background-screened vertex tends to $1-\omega_p^2/\omega_0^2$ itself, so that form fails here, where $\omega_p>\omega_0$, but approaches the exact correction at low doping, $\omega_p\ll\omega_0$. The exact correction has a pole at the plasmon, $\varepsilon(\omega)=0$, which neither static form contains, and near it the on-shell treatment of part (a) fails too.

The induced density changes by only $23\%$ between the static and the dynamic problem, so a moderate density error is no safeguard. In one channel $K\chi K-K$ acts as $-\kappa\varepsilon(\omega)$ and $\Delta\Pi=g\,\delta n$, where $\delta n$ is the change of the channel density $w^Tn$. Equation \eqref{bilinear} then gives an error relative to $\Delta\Pi$ of $-\varepsilon(\omega)\kappa\,\delta n/g$. Since $\kappa n_0/g=1/\varepsilon(0)-1=-0.996$ and the density grows in magnitude, $\kappa\,\delta n/g=-0.996\times0.2263=-0.2254$, and the relative error is $-(-4.5144)(-0.2254)=-1.018$, equal to $-W(0)\Delta_c$. The static vertex is the small residue of a near cancellation between $B$ and $Kn_0$, so a modest change of density changes the vertex by the factor $\varepsilon(0)/\varepsilon(\omega_0)=255.4/(-4.51)\approx-57$. For a charge-coupled mode with strong static carrier screening and $\omega_0$ of the order of $qv_F$ or above, the long-range part of the screening has to be kept at the phonon frequency, as in the last form of Eq.~\eqref{main}. For $\omega\ll qv_F$ and $q\ll2k_F$, as for an acoustic phonon whose sound velocity is far below $v_F$, $|W(0)\Delta_c|$ is at most about $\pi\omega/2qv_F$ and SS is accurate in this channel too.

\section*{Numbers as computed}
\begin{verbatim}
A: sites=6, T=0.3 Ha, z=(0.7+0.15j) Ha, lambda=0.001
A: Pi_12(0) finite diff=-0.076123, functional=-0.076123 Ha
A: V0 chi0 V0=-0.070358, double counting=0.005765 Ha
A: gradient of F at wrong left point n(z) = 0.2012 Ha
A: error order SS=2.000, BS=1.000
A: dynamic kernel, order SS=1.000, SS+n0 dK n0=2.000
B: N=4, omega_t=1.0 Ha, dx=0.25 bohr, omega=0.04 Ha, KS gap=0.7857 Ha
B: alpha0=6.4733, alpha=4.0000 bohr^2/Ha
B: dPi/omega^2 exact=-4.00641, SS=-4.01038, BS=-6.49016 (m_e)
B: SS error/omega^4=-2.4838, alpha-alpha0=-2.4733 bohr^2/Ha
C: m*=0.5, kF=0.05 1/bohr, cell=300.0 bohr^3, vF=0.100 a.u.
C: omega0=0.002 Ha = 438.9 cm^-1, Eg=0.2 Ha, chi_ib(0)=-10.0 1/Ha
C: U=0.1 Ha, eps_inf=10.0, bare g=0.01 Ha
C: N_F per valley=0.7599 1/Ha, plasma frequency=0.00461 Ha
-- odd mode, q=0.005 1/bohr, q vF=0.0005 Ha, kernel=0.1 Ha
   valley chi0(0)=-0.7593, chi0(w)=0.0165-0.0000j 1/Ha
   channel Delta=1.5505-0.0000j 1/Ha, W(0)=0.04647 Ha
   eps(0)=2.1519, eps(w)=1.9968+0.0000j, W(0)Delta=0.0721-0.0000j
   |n(w)/n(0)-1|=0.0674, SS/exact=0.9279+0.0000j, BS/exact=1.9968+0.0000j
   static screened g=0.004647 Ha
   dPi exact=3.6084e-05-8.5823e-17j Ha
   dPi SS=3.3484e-05-7.3901e-17j, BS=7.2052e-05-1.5902e-16j Ha
   shift exact=7.919, SS=7.349, BS=15.814 cm^-1
   FWHM exact=0.000, SS=0.000, BS=0.000 cm^-1
-- odd mode, q=0.04 1/bohr, q vF=0.0040 Ha, kernel=0.1 Ha
   valley chi0(0)=-0.7180, chi0(w)=-0.4656-0.5968j 1/Ha
   channel Delta=0.5037-1.1937j 1/Ha, W(0)=0.04665 Ha
   eps(0)=2.1436, eps(w)=2.0932+0.1194j, W(0)Delta=0.0235-0.0557j
   |n(w)/n(0)-1|=0.0540, SS/exact=0.9765+0.0557j, BS/exact=2.0932+0.1194j
   static screened g=0.004665 Ha
   dPi exact=9.6775e-06-2.7154e-05j Ha
   dPi SS=1.0962e-05-2.5977e-05j, BS=2.3498e-05-5.5685e-05j Ha
   shift exact=2.124, SS=2.406, BS=5.157 cm^-1
   FWHM exact=11.919, SS=11.403, BS=24.443 cm^-1
-- charge mode, q=0.005 1/bohr, q vF=0.0005 Ha, kernel=167.6 Ha
   valley chi0(0)=-0.7593, chi0(w)=0.0165-0.0000j 1/Ha
   channel Delta=1.5515-0.0000j 1/Ha, W(0)=0.65594 Ha
   eps(0)=255.4356, eps(w)=-4.5144+0.0000j, W(0)Delta=1.0177-0.0000j
   |n(w)/n(0)-1|=0.2263, SS/exact=-0.0177+0.0000j, BS/exact=-4.5144+0.0000j
\end{verbatim}
